# Mean Number of Surface Collisions in a Closed-Bottom Circular Hole

## Problem

A straight circular hole of diameter $d$ and depth $L$ is open at the top and closed by a flat floor. Its aspect ratio is $a=L/d$. The gas above it is uniform and isotropic, and so dilute that molecules inside the hole meet only its surfaces. No molecule sticks or reacts. Except in part (d), each molecule leaves a surface with a cosine distribution of directions, independent of how it arrived.

(a) Find the flux of molecules striking each point of the wall and floor, compared with the flux entering through the mouth.

(b) Show that for $a=10$ an entering molecule makes on average 41 wall or floor collisions before escaping. Repeated hits on the same surface all count.

(c) Find the mean path length and the mean time in flight per visit. Explain how the mean collision number relates to what individual molecules do, and whether it survives if the molecules enter as a vertical beam.

(d) Repeat the count for mirror-like surfaces.

(e) Let each collision now consume the molecule with a small probability $s$. Find the fraction of entrants consumed and the loss of flux at the floor, to first order in $s$.

(f) Apply the results to polysilicon deposition from silane at 900 K and 0.3 Torr in a hole 100 nm wide and 1000 nm deep. Estimate the effects that the non-sticking model of a fixed hole neglects.

## Solution

### (a) The flux on the surfaces

Let $J$ be the number of molecules entering per unit mouth area and time. In an isotropic gas, the rate of crossing the mouth at angle $\theta$ to its normal is proportional to the normal velocity, hence to $\cos\theta$. Since

$$\int_0^{2\pi}\!d\varphi\int_0^{\pi/2}\cos\theta\,\sin\theta\,d\theta=\pi ,$$

the normalized distribution of entry directions is $\cos\theta\,d\Omega/\pi$. The mouth therefore emits into the hole by the same law as the surfaces.

A molecule leaving point $x$ lands on an area element $dA_y$ at distance $r$ if its direction lies in the solid angle $\cos\theta_y\,dA_y/r^2$. Both angles are measured from the inward normals. The landing probability is $K(x,y)\,dA_y$, with

$$K(x,y)=\frac{\cos\theta_x\cos\theta_y}{\pi r^2}=K(y,x).$$

Let $S$ denote the wall and floor together, and $M$ the mouth. The cylinder bounded by $S$ and $M$ is convex, so every direction pointing inward from $y$ runs unobstructed to a point of this boundary. Integrating over the other end of the flight gives

$$\int_{S+M}K(x,y)\,dA_x=\frac1\pi\int\cos\theta_y\,d\Omega=1. \tag{1}$$

Let $\phi_k(y)$ be the rate per unit area at which molecules make their $k$-th collision at $y$. The first collisions come straight from the mouth, and later ones from the preceding collisions:

$$\phi_1(y)=J\int_M K\,dA_x,\qquad \phi_{k+1}(y)=\int_S K\,\phi_k(x)\,dA_x .$$

Define the remainder $R_k=J-\sum_{j=1}^k\phi_j$, with $R_0=J$. Multiplying (1) by $J$ and subtracting $\phi_1$ gives $R_1=\int_S K R_0\,dA_x$. For the next remainders,

$$R_{k+1}=J-\phi_1-\int_S K\sum_{j=1}^k\phi_j\,dA_x
=\int_S K\Big(J-\sum_{j=1}^k\phi_j\Big)dA_x=\int_S K R_k\,dA_x .$$

All remainders are thus non-negative. To show that they vanish as $k\to\infty$, let $p(y)=\int_M K\,dA_x$. By the symmetry of $K$, this is the probability that a molecule leaving $y$ escapes on its next flight. If $p\ge q>0$ everywhere on $S$, then $\int_S K\,dA_x=1-p\le1-q$, and

$$0\le R_k\le J(1-q)^k\longrightarrow0 .$$

It remains to find a positive $q$. From a wall point at depth $z$, let $\beta$ be the angle between the flight and the upward axis, and $\psi$ the azimuth from the inward normal. The horizontal chord has length $d\cos\psi$, over which the molecule climbs $d\cos\psi\cot\beta$. It escapes if this is at least $z$, so $\beta$ may reach $\beta_m=\arctan(d\cos\psi/z)$. With $\cos\theta=\sin\beta\cos\psi$ and $d\Omega=\sin\beta\,d\beta\,d\psi$,

$$p(z)=\frac1\pi\int_{-\pi/2}^{\pi/2}\cos\psi\,d\psi\int_0^{\beta_m}\sin^2\beta\,d\beta
=\frac1\pi\int_{-\pi/2}^{\pi/2}\cos\psi\,\frac{\beta_m-\sin\beta_m\cos\beta_m}{2}\,d\psi .$$

Because $\beta_m$ falls with depth, the smallest wall value is at $z=L$. For $a=10$ it is $1.24\times10^{-4}$.

From a floor point, both cosines for a flight to the mouth equal $L/r$, and $r^2\le L^2+d^2$. Hence

$$p_{\rm floor}\ge\frac{\pi d^2}{4}\,\frac{L^2}{\pi(L^2+d^2)^2}=\frac{d^2L^2}{4(L^2+d^2)^2},$$

which is $2.45\times10^{-3}$ for $a=10$. Both bounds are positive at any finite aspect ratio, so the smaller one serves as $q$. Therefore

$$\phi(y)=\sum_{k=1}^{\infty}\phi_k(y)=J\quad\text{everywhere on the wall and floor.} \tag{2}$$

The flux at the bottom is as large as at the mouth. In a deep hole few molecules get there, but those that do hit the floor many times on average.

### (b) The mean collision number

The quantity $\int_S\phi_k\,dA/(JA_M)$ is the probability that an entrant makes at least $k$ collisions. Summing these probabilities over $k$ gives the mean number $N$, because a molecule with $n$ collisions contributes to exactly $n$ terms. With (2),

$$N=\frac{1}{JA_M}\int_S J\,dA=\frac{A_{\rm wall}+A_{\rm floor}}{A_M}
=\frac{\pi dL+\pi d^2/4}{\pi d^2/4}=4a+1 . \tag{3}$$

For $a=10$ this gives $N=40+1=41$: 40 collisions with the wall and one with the floor. As $a\to0$, $N\to1$, since an entrant then hits the floor and leaves.

A random-flight simulation of 400,000 entrants, using neither (1) nor the area ratio, gave $40.97\pm0.16$ collisions (one standard error). For $a=2$ it gave 8.99, where (3) predicts 9. The top and bottom tenths of the wall received 3.98 and 4.01 hits per entrant; uniform flux requires 4 for each.

### (c) Path, time and the spread behind the mean

By (2), every surface element sends back the same cosine-distributed flux as enters at the mouth. Let the surfaces also have the gas temperature and re-emit with the speed distribution of the molecules crossing the mouth, which is the Maxwell distribution weighted by one extra factor of speed. Any line of flight traced backwards from inside the hole then ends on an equivalent source, so the hole contains the same uniform, isotropic gas as the space above. Let its density be $n$ and mean speed $\bar v$. The one-way flux is

$$J=\frac{n\bar v}{4\pi}\int\cos\theta\,d\Omega=\frac{n\bar v}{4}.$$

In unit time the molecules inside travel a total distance $n\bar vV$, where $V=A_ML$, while $n\bar vA_M/4$ molecules enter. The mean path per visit is

$$\ell=\frac{n\bar vV}{n\bar vA_M/4}=\frac{4V}{A_M}=4L .$$

The mean time in flight is the number inside divided by the entry rate:

$$\tau=\frac{nV}{n\bar vA_M/4}=\frac{4L}{\bar v}.$$

Time spent resting on a surface is not included in $\tau$, and does not affect the collision count.

The mean of 41 is not typical of one molecule. In the simulation the median was 5 collisions, and 19.1% of entrants exceeded the mean. Only 10.9% ever reached the floor, but those hit it about 9 times on average. The product of the two numbers must be 1, as (3) requires, so the fraction 0.1093 corresponds to 9.15 hits.

The entry distribution matters. In a vertical beam spread uniformly over the mouth, every molecule strikes the floor first, whereas most molecules from an isotropic gas never get there. The simulated mean for the beam was 193, with a standard error of 1.2. Equation (3) therefore does not hold in general for a directed beam.

### (d) Mirror-like surfaces

Keep the isotropic entry, but let wall and floor reflect specularly. The axial speed is then unchanged at the wall and reversed at the floor. A molecule entering at angle $\beta$ to the axis covers an axial distance $2L$, hits the floor once, and travels a transverse distance $T=2L\tan\beta$.

Seen along the axis, the path consists of chords of equal length $c$, because reflection in a circle preserves the angle of incidence. The entry point is uniformly distributed along its first chord, so the mean number of wall hits at given $T$ and $c$ is $T/c$.

For a fixed transverse direction, chords with offset between $b$ and $b+db$ from the centre contain an area $c\,db$ of entry points. Therefore

$$\left\langle\frac1c\right\rangle=\frac{1}{\pi d^2/4}\int_{-d/2}^{d/2}\frac1c\,c\,db=\frac{4}{\pi d}.$$

The entry angle has density $2\sin\beta\cos\beta$, independent of position and azimuth, so

$$\langle\tan\beta\rangle=\int_0^{\pi/2}2\sin^2\beta\,d\beta=\frac\pi2 .$$

The mean number of wall hits is

$$2L\cdot\frac\pi2\cdot\frac4{\pi d}=\frac{4L}{d}.$$

Adding the floor hit again gives $4a+1=41$. The individual histories differ greatly from the diffuse case, since every molecule now reaches the floor once, but the mean is the same.

### (e) A small reaction probability

Return to cosine re-emission. A molecule that would make $n$ collisions without reaction survives with probability $(1-s)^n$. Since $(1-s)^n\ge1-sn$, the consumed fraction $f$ satisfies

$$f=1-\langle(1-s)^n\rangle\le sN,\qquad f\simeq sN=(4a+1)s\quad\text{to first order.}$$

To this order, the hole consumes $4a+1$ times as much gas per unit mouth area as a flat surface with the same $s$.

For the floor, consider a path from the mouth through $m$ surface points to a floor point $y$. Its weight is a product of factors $K$. Because $K$ is symmetric, this equals the weight of the reversed path, on which a molecule leaves $y$, makes $m$ collisions and escapes. Each of the $m$ earlier collisions multiplies the arriving flux by $1-s$. The flux averaged over the floor is therefore

$$\phi_{\rm floor}=J\,\langle(1-s)^m\rangle\simeq J\,(1-s\langle m\rangle),$$

where $\langle m\rangle$ is the mean number of further collisions after leaving a random floor point. The vertical beam in (c) supplies this number: its first hit is uniformly distributed over the floor, so $\langle m\rangle\approx193-1=192$ for $a=10$, with the same standard error of 1.2.

### (f) Silane in a hole 100 nm wide

For an ideal gas $n=p/k_BT$, and $\bar v=\sqrt{8k_BT/\pi m}$, where $m$ now denotes the molecular mass. The flux becomes

$$J=\frac{n\bar v}{4}=\frac{p}{\sqrt{2\pi mk_BT}} .$$

For pure silane of mass 32.12 u at 900 K and 0.3 Torr, $\bar v=770$ m/s and $J=6.20\times10^{19}$ cm$^{-2}$ s$^{-1}$. The mouth area is $\pi(10^{-5}\,\text{cm})^2/4$, so $4.87\times10^9$ molecules enter per second and make $41\times4.87\times10^9=2.00\times10^{11}$ collisions per second. The mean path is $4\times1000=4000$ nm, and the mean time in flight is 5.19 ns. On average about 25 molecules are inside.

Rough values for the remaining inputs are a reaction probability $s=10^{-5}$ per hit, a collision diameter $\sigma=0.5$ nm, and a solid density $n_s=5\times10^{22}$ atoms/cm$^3$. If each reaction leaves one silicon atom, the film grows at

$$\frac{sJ}{n_s}=\frac{10^{-5}\times6.20\times10^{19}}{5\times10^{22}}\ \text{cm/s}\approx7.4\ \text{nm/min}.$$

The neglected effects have the following sizes.

- **Gas-phase collisions.** The hard-sphere mean free path $k_BT/(\sqrt2\,\pi\sigma^2p)$ is 280 μm. A visit with a mean path of 4 μm includes $4/280\approx0.014$ gas collisions on average. This is an average over all entrants; those that reach the floor travel about 25 μm on average and make about 0.09 gas collisions per visit.
- **Reaction.** The consumed fraction is $41\times10^{-5}=0.041\%$. The floor flux falls by $192\times10^{-5}\approx0.19\%$ relative to the non-reacting case, and weighting the simulated floor hits directly also gives 0.19%.
- **Narrowing.** A film of thickness $t$ reduces the diameter to $d-2t$. The depth stays fixed if the floor and the outer surface rise equally. For $t=10$ nm the aspect ratio becomes $1000/80=12.5$ and $N$ becomes 51.

A 10 nm film thus raises $N$ by about 24%, whereas during a visit gas collisions are rare and very few molecules react. A 10% rise in $N$, to 45.1, requires $d-2t=4L/44.1$, or $t\approx4.6$ nm. At the estimated growth rate this takes roughly 40 s. The shape is nevertheless practically frozen during a visit, whose mean flight time is about 5 ns, so (3) can be used with the current dimensions. Real holes may also taper or bow, which changes the area ratio and is not estimated here. Also left out is any decomposition of silane in the gas, which can form radicals that react with the surface far more readily than silane does.

The first-order result for consumption fails for more reactive species. At $s=10^{-2}$ in the original hole, $sN$ would be 41%, whereas the simulated fraction is 18.8%. The few molecules with very long histories contribute heavily to $N$, but each can be consumed only once.

## Calculated quantities

```
hole diameter: 100 nm; depth: 1000 nm
aspect ratio: 10.0
predicted mean hits per entrant: 41.0
simulated entrants: 400000
simulated mean hits: 40.97
  standard error: 0.16
simulated mean wall hits: 39.97
simulated mean floor hits: 1.002
  standard error: 0.006
wall hits in top tenth, per entrant: 3.98
wall hits in bottom tenth, per entrant: 4.01
median hits: 5
entrants with more hits than the mean: 19.1 %
entrants that ever reach the floor: 10.9 %
floor hits per entrant that reaches it: 9.2
simulated mean path: 39.97 diameters
aspect ratio 2, predicted hits: 9.0
aspect ratio 2, simulated hits: 8.99
vertical beam, simulated mean hits: 193
  standard error: 1.2
mirror surfaces, simulated mean hits: 41.0
direct escape from wall, depth 1 diameter: 0.0607
  same, sampled: 0.0602
direct escape from wall at the bottom: 1.24e-04
lower bound of direct escape from floor: 2.45e-03
temperature: 900 K; pressure: 0.3 Torr
silane molecular mass: 32.12 u
mean speed: 770 m/s
flux on any surface: 6.20e+19 cm^-2 s^-1
entry rate into the hole: 4.87e+09 s^-1
surface hit rate in the hole: 2.00e+11 s^-1
mean path per visit: 4000 nm
mean stay in flight: 5.19 ns
mean number of molecules inside: 25.3
collision diameter (rough): 0.5 nm
gas mean free path: 280 um
gas-phase collisions per visit: 0.0143
reaction probability per hit (rough): 1e-05
solid atomic density (rough): 5.0e+22 cm^-3
growth rate: 7.4 nm/min
entrants consumed: 0.041 %
floor flux shortfall: 0.19 %
  standard error: 0.002 %
larger reaction probability: 1e-02
  linear estimate consumed: 41.0 %
  simulated consumed: 18.8 %
film thickness for narrowing: 10 nm
  aspect ratio then: 12.5
  mean hits then: 51.0
film that raises mean hits by 10 %: 4.6 nm
  time to grow it: 38 s
```
